# Quadratic Normal Strain of a Coherent Cubic (001) Film, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the elastic energy to the normal strain

A silicon film is stretched by 2 % along both in-plane cube axes, and its top face is free. With rough typical elastic constants, linear elasticity says that it becomes thinner by 1.5422 %. The third-order constants enter a quadratic coefficient $\beta=+0.324$, and $\beta e^2$ with $e=0.02$ is $+0.0130\,\%$, which would make the film slightly thicker than the linear estimate. The true second-order correction for the same constants is $-0.0143\,\%$: nearly the same size, with the opposite sign. The coefficient $\beta$ is correct, but it connects Lagrangian strains, whereas 2 % is a change of length. Both coefficients are derived here, together with the step between them.

### 1. The film and its strains

The film is a cubic crystal whose cube axes lie along $x_1,x_2,x_3$, with $x_3$ normal to the surface. Its reference state is the free, unstressed crystal of the film material, with lattice parameter $a_0$ at the temperature of interest. The substrate imposes the in-plane lattice parameter $a_\parallel$ along both $x_1$ and $x_2$. The normal lattice parameter $a_\perp$ adjusts itself. The measured strains are

$$e=\frac{a_\parallel}{a_0}-1,\qquad e_\perp=\frac{a_\perp}{a_0}-1 .$$

Tension is positive. The film is coherent, meaning that no dislocations relieve the imposed strain, and the strain is uniform.

The deformation gradient $F$ maps a material vector of the reference crystal to the same vector in the film. Here it is diagonal, with stretches $\lambda=1+e$ in the plane and $\lambda_3=1+e_\perp$ along the normal. The Lagrangian strain is $E=\tfrac12(F^{T}F-1)$. It measures changes of squared length and is unaffected by a rotation of the deformed crystal, so the elastic energy can be written as a function of $E$ alone. Its diagonal components are

$$\eta_1=\eta_2=\eta=\frac{\lambda^2-1}{2}=e+\frac{e^2}{2},\qquad \eta_3=\frac{\lambda_3^2-1}{2}=e_\perp+\frac{e_\perp^2}{2}.$$

The shear components are $\eta_4=2E_{23}$, $\eta_5=2E_{13}$ and $\eta_6=2E_{12}$. To first order $\eta$ and $e$ agree. They differ by $e^2/2$, which is of the very order to be calculated.

### 2. The energy to third order

Let $U$ be the elastic energy per unit volume of the reference crystal, at fixed temperature. Above absolute zero this means the Helmholtz free energy, whose change equals the reversible work. The elastic constants are its derivatives in the reference state,

$$C_{IJ}=\frac{\partial^2U}{\partial\eta_I\partial\eta_J},\qquad C_{IJK}=\frac{\partial^3U}{\partial\eta_I\partial\eta_J\partial\eta_K}.$$

There is no linear term, because the reference crystal is unstressed.

Consider first the terms with normal strains alone. There are ten cubic monomials: three cubes $\eta_i^3$, six products $\eta_i^2\eta_j$ with $i\ne j$, and $\eta_1\eta_2\eta_3$. The threefold axis along [111] permutes the three cube axes cyclically. In the classes $m\bar3m$, $432$ and $\bar43m$ a further operation exchanges two cube axes, apart from signs that do not affect normal strains. All permutations are then symmetries, and each of the three families has a single coefficient. Differentiating $\eta_1^3$ three times gives 6, and differentiating $\eta_1^2\eta_2$ twice by $\eta_1$ and once by $\eta_2$ gives 2. Hence

$$\begin{aligned}
U={}&\tfrac12C_{11}(\eta_1^2+\eta_2^2+\eta_3^2)+C_{12}(\eta_1\eta_2+\eta_2\eta_3+\eta_3\eta_1)\\
&+\tfrac16C_{111}(\eta_1^3+\eta_2^3+\eta_3^3)\\
&+\tfrac12C_{112}\big[\eta_1^2(\eta_2+\eta_3)+\eta_2^2(\eta_1+\eta_3)+\eta_3^2(\eta_1+\eta_2)\big]\\
&+C_{123}\,\eta_1\eta_2\eta_3+O(\eta^4).
\end{aligned}$$

Diamond belongs to $m\bar3m$ and zincblende to $\bar43m$, so both are covered.

Shear strains can be left at zero for a reason that holds at every order. A twofold rotation about $x_3$ reverses $x_1$ and $x_2$, and therefore changes the signs of $\eta_4$ and $\eta_5$ while leaving the other strains alone. Since $U$ is unchanged by this rotation, its derivatives with respect to $\eta_4$ and $\eta_5$ vanish where these two strains vanish. The twofold axis along $x_1$ does the same for $\eta_6$. Normal strains alone therefore produce no shear stress on the cube faces.

### 3. What a free face requires

Take a reference cube of side $L$, hold its in-plane stretches fixed, and change $\lambda_3$ by $d\lambda_3$. Let $P_{33}$ be the normal force on the top face divided by the reference area $L^2$. The face moves by $L\,d\lambda_3$, so the work done is $P_{33}L^3d\lambda_3$. It equals the change of stored energy $L^3dU$. With $d\eta_3=\lambda_3d\lambda_3$,

$$P_{33}=\left(\frac{\partial U}{\partial\lambda_3}\right)_{\lambda}=\lambda_3\frac{\partial U}{\partial\eta_3}.$$

At a free face $P_{33}=0$. In a laterally uniform film, force balance on a slab makes the normal force the same at every depth, so the condition holds throughout the film. Because $\lambda_3$ is positive, it is equivalent to

$$\frac{\partial U}{\partial\eta_3}=0 .$$

No small-strain approximation has been made in this step. The true stress, which is force per deformed area, is $P_{33}/\lambda^2$ and vanishes at the same point.

### 4. Solving order by order

Differentiate the energy with respect to $\eta_3$. The second-order part gives $C_{11}\eta_3+C_{12}(\eta_1+\eta_2)$. The three third-order families give, in turn,

$$\tfrac12C_{111}\eta_3^2,\qquad C_{112}\big[\tfrac12(\eta_1^2+\eta_2^2)+\eta_3(\eta_1+\eta_2)\big],\qquad C_{123}\eta_1\eta_2 .$$

Now set $\eta_1=\eta_2=\eta$:

$$C_{11}\eta_3+2C_{12}\eta+\tfrac12C_{111}\eta_3^2+2C_{112}\eta\,\eta_3+(C_{112}+C_{123})\eta^2+O(\eta^3)=0.$$

At zero strain the derivative of the left side with respect to $\eta_3$ is $C_{11}$, which is positive in a stable crystal. The implicit function theorem therefore gives one smooth solution $\eta_3(\eta)$ passing through the unstrained state. Write it as $\eta_3=-r\eta+\beta\eta^2+O(\eta^3)$. The terms linear in $\eta$ give $-rC_{11}+2C_{12}=0$, so

$$r=\frac{2C_{12}}{C_{11}} .$$

For the terms in $\eta^2$, use $\eta_3^2=r^2\eta^2+O(\eta^3)$ and $\eta\,\eta_3=-r\eta^2+O(\eta^3)$:

$$C_{11}\beta+\tfrac12r^2C_{111}-2rC_{112}+C_{112}+C_{123}=0,$$

$$\boxed{\;\beta=-\frac{\tfrac12r^2C_{111}+(1-2r)C_{112}+C_{123}}{C_{11}}\;}$$

Each weight has a mechanical origin. The constant $C_{111}$ describes how the normal stiffness changes as the film is strained along its own normal, and that strain is $-r\eta$. The constant $C_{112}$ acts twice. The squared in-plane strains produce normal stress directly, which gives the weight 1, and the in-plane strain alters the normal stiffness, which gives $-2r$. The constant $C_{123}$ describes normal stress from the product of the two in-plane strains. The two actions of $C_{112}$ cancel at $r=\tfrac12$. For $r>\tfrac12$ the change of stiffness prevails, and a negative $C_{112}$ then contributes negatively to $\beta$.

In the cubic classes $23$ and $m\bar3$ no operation exchanges two axes. The family $\eta_i^2\eta_j$ splits into two cyclic sets, with constants $C_{112}$ and $C_{113}$. Differentiating either set by $\eta_3$ at $\eta_1=\eta_2=\eta$ gives half its constant times $\eta^2+2\eta\eta_3$. The formula for $\beta$ then holds with $C_{112}$ replaced by the mean $\tfrac12(C_{112}+C_{113})$.

### 5. From Lagrangian strain to change of length

The normal stretch follows from $\lambda_3=\sqrt{1+2\eta_3}$. Expanding the root,

$$e_\perp=\eta_3-\tfrac12\eta_3^2+O(\eta_3^3).$$

Insert $\eta=e+\tfrac12e^2$ into the solution for $\eta_3$:

$$\eta_3=-r\left(e+\tfrac12e^2\right)+\beta e^2+O(e^3),\qquad \eta_3^2=r^2e^2+O(e^3).$$

Therefore

$$e_\perp=-re+\left(\beta-\frac r2-\frac{r^2}{2}\right)e^2+O(e^3),$$

$$\boxed{\;e_\perp=-re+be^2+O(e^3),\qquad b=\beta-\frac{r(1+r)}{2}\;}$$

The subtracted part contains no third-order constant. Its piece $r/2$ arises because the in-plane Lagrangian strain exceeds the fractional length change by $e^2/2$. Its piece $r^2/2$ arises from the square root that turns $\eta_3$ back into a length. For positive $r$ both pieces make $b$ smaller than $\beta$.

A purely geometric case confirms the conversion. Suppose that the film keeps its volume, $\lambda^2\lambda_3=1$. Then

$$e_\perp=(1+e)^{-2}-1=-2e+3e^2+\dots,$$

so $r=2$ and $b=3$. In Lagrangian strains, $1+2\eta_3=(1+2\eta)^{-2}=1-4\eta+12\eta^2+\dots$, so $\beta=6$. The conversion gives $6-\tfrac12\cdot2\cdot3=3$, as it must.

### 6. The same result without Lagrangian strain

The coefficient $b$ can also be found by using length changes from the start. Let $e_1,e_2,e_3$ be the three fractional length changes and substitute $\eta_i=e_i+\tfrac12e_i^2$ in $U$. The second derivatives at zero remain $C_{11}$ and $C_{12}$. The third derivatives with respect to the $e_i$, called $D$, change:

- $\tfrac12C_{11}\eta_1^2=\tfrac12C_{11}(e_1^2+e_1^3+\dots)$. Its cubic term adds $6\cdot\tfrac12C_{11}$, so $D_{111}=C_{111}+3C_{11}$.
- $C_{12}\eta_1\eta_2$ contains $\tfrac12C_{12}e_1^2e_2$, which adds $C_{12}$, so $D_{112}=C_{112}+C_{12}$.
- No quadratic term produces $e_1e_2e_3$, so $D_{123}=C_{123}$.

The energy has the same polynomial form as before, and the free-face condition is now $\partial U/\partial e_3=0$. The algebra of part 4 applies unchanged:

$$b=-\frac{\tfrac12r^2D_{111}+(1-2r)D_{112}+D_{123}}{C_{11}} .$$

The terms added to the original constants contribute, with $C_{12}/C_{11}=r/2$,

$$-\frac{3r^2}{2}-(1-2r)\frac r2=-\frac{3r^2}{2}-\frac r2+r^2=-\frac{r(1+r)}{2}.$$

This is the geometric part found in part 5. It also shows what must be known about a set of third-order constants before it is used. Constants obtained by differentiating with respect to length changes belong in the $D$ formula. Constants defined by Lagrangian strain belong in the formula for $\beta$, followed by the conversion.

### 7. Limiting cases and the choice of misfit

If all third-order constants vanish, $U$ is quadratic in Lagrangian strain up to terms of fourth order, and $\beta=0$. Yet $b=-r(1+r)/2$, so the measured response is still curved. Whether a material counts as linear depends on the strain measure.

If $C_{12}=0$, then $r=0$ and there is no normal strain at first order. At second order $b=\beta=-(C_{112}+C_{123})/C_{11}$, and unless $C_{112}+C_{123}$ vanishes, the response to a sufficiently small strain has the same sign in tension and compression.

The result also depends on the length by which the misfit is divided. Some data are expressed through $f=(a_\parallel-a_0)/a_\parallel$, with the strained lattice parameter in the denominator. Then $e=f/(1-f)=f+f^2+\dots$, and

$$e_\perp=-rf+(b-r)f^2+O(f^3).$$

The added term $-rf^2$ is pure bookkeeping, but it has the order of the elastic correction and can exceed it. A quadratic coefficient has a meaning only together with the definition of the strain that it multiplies.

## Second half: numbers, an atomistic test and the limits of the result

The symbols carried over are these. The in-plane and normal length changes, relative to the free film crystal, are $e$ and $e_\perp$; the corresponding Lagrangian strains are $\eta=e+e^2/2$ and $\eta_3=e_\perp+e_\perp^2/2$. The constants $C_{IJ}$ and $C_{IJK}$ are derivatives of the energy $U$ per reference volume with respect to Lagrangian strain. A free top face requires $\partial U/\partial\eta_3=0$, which gives

$$\eta_3=-r\eta+\beta\eta^2+\dots,\qquad e_\perp=-re+be^2+\dots,$$

$$r=\frac{2C_{12}}{C_{11}},\quad \beta=-\frac{\tfrac12r^2C_{111}+(1-2r)C_{112}+C_{123}}{C_{11}},\quad b=\beta-\frac{r(1+r)}2 .$$

### 8. A silicon film under 2 % tension

The inputs are rough typical values for silicon: $C_{11}=166$, $C_{12}=64$, $C_{111}=-800$, $C_{112}=-450$ and $C_{123}=-60$ GPa, with $a_0=0.543$ nm. More digits are carried below than these inputs deserve, so that the arithmetic can be followed.

The linear coefficient is $r=2\cdot64/166=0.7711$. Hence $r^2/2=0.2973$ and $1-2r=-0.5422$. The three parts of $\beta$ are

$$\begin{aligned}
\text{from }C_{111}:&\quad -0.2973\cdot(-800)/166=+1.433,\\
\text{from }C_{112}:&\quad +0.5422\cdot(-450)/166=-1.470,\\
\text{from }C_{123}:&\quad +60/166=+0.361 .
\end{aligned}$$

Their sum is $\beta=0.324$. The first two parts nearly cancel, so $\beta$ is much smaller than either. The geometric part is $-0.7711\cdot1.7711/2=-0.683$, and therefore

$$b=0.3244-0.6828=-0.3584 .$$

The $D$ constants of part 6 give the same number. They are $D_{111}=-800+498=-302$, $D_{112}=-450+64=-386$ and $D_{123}=-60$ GPa, so that $b=-(-89.8+209.3-60)/166=-0.358$.

At $e=0.02$ the linear term is $-1.5422\,\%$ and the quadratic term is $-0.358\cdot0.0004=-0.0143\,\%$. Together they give $e_\perp=-1.5565\,\%$. The correction is 0.93 % of the linear term. The normal lattice parameter falls from 0.534626 nm in the linear estimate to 0.534548 nm, a difference of 0.00008 nm.

Under 2 % compression the linear term changes sign and the quadratic term does not. The normal strain is then $+1.5278\,\%$, smaller in magnitude than the value in tension.

The choice of misfit discussed in part 7 matters here. Confusing $f$ with $e$ changes the normal strain by about $re^2=0.031\,\%$, twice the correction itself.

The normal strain of the film is now known to second order in terms of the elastic constants, and for the silicon example at 2 % tension the quadratic correction is $-0.0143\,\%$. What remains is to infer the in-plane strain from the normal strain, examine the next order, test the formulas on atomistic crystals, and compare the correction with the uncertainties of a real film.
